# Exact underpotential-deposition isotherm for adatoms decorating a step edge: a program that tests the result

```python
"""Exact underpotential-deposition isotherm of a step edge (1D lattice gas).

Result under test:
  theta = (1 + sinh(u/2)/sqrt(sinh(u/2)^2 + A))/2,  A = exp(-eps/kT)
  u = -z e (E - E_half)/kT,  E_half = (b + eps)/(z e)
theta: fraction of step sites filled; eps: attraction of a neighbour pair;
b: free-energy advantage of an isolated step adatom over the bulk metal;
E: potential from the bulk Nernst potential; z: electrons per adatom.
Attraction sharpens theta(E), but the largest slope d theta/du is
exp(eps/2kT)/4, finite at every T > 0.
In the code be = eps/kT; energies are in meV and potentials in mV.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln


def theta_exact(u, be):
    s = np.sinh(u / 2)
    return 0.5 * (1 + s / np.sqrt(s * s + np.exp(-be)))


def slope_exact(u, be):
    A = np.exp(-be)
    return A * np.cosh(u / 2) / (4 * (np.sinh(u / 2)**2 + A)**1.5)


def field_at(theta, be):
    ratio = (2 * theta - 1) / (2 * np.sqrt(theta * (1 - theta)))
    return 2 * np.arcsinh(np.exp(-be / 2) * ratio)


def ring_table(N):
    """Adatom number n, run number m and log(count) for a ring of N sites."""
    n, m = np.meshgrid(np.arange(1, N), np.arange(1, N // 2 + 1),
                       indexing="ij")
    keep = (m <= n) & (m <= N - n)
    n, m = n[keep], m[keep]

    def logbinom(p, q):
        return gammaln(p + 1) - gammaln(q + 1) - gammaln(p - q + 1)
    logc = np.log(N / m) + logbinom(n - 1, m - 1) + logbinom(N - n - 1, m - 1)
    return (np.append(n, [0, N]), np.append(m, [0, 0]),
            np.append(logc, [0.0, 0.0]))


N_RING = 400
RING = ring_table(N_RING)


def ring_stats(u, be):
    """Coverage, runs per site, and slope (number variance per site)."""
    n, m, logc = RING
    logw = logc + n * u - m * be
    w = np.exp(logw - logw.max())
    w /= w.sum()
    mean = w @ n
    return mean / N_RING, (w @ m) / N_RING, (w @ (n - mean)**2) / N_RING


# --- counting of configurations, against complete enumeration ---
N_small = 12
counts = np.zeros((N_small + 1, N_small + 1))
for c in itertools.product((0, 1), repeat=N_small):
    runs = sum(c[i] == 1 and c[i - 1] == 0 for i in range(N_small))
    counts[sum(c), runs] += 1
table = np.zeros_like(counts)
for n_, m_, lc_ in zip(*ring_table(N_small)):
    table[int(n_), int(m_)] = np.exp(lc_)
assert np.allclose(table, counts, atol=1e-8)

# --- isotherm, slope and pair statistics, against explicit sums ---
worst = 0.0
for be in (-2.0, 0.0, 1.0, 3.0, 5.0):
    for u in (-3.0, -0.7, 0.0, 0.2, 1.5):
        th, r, sl = ring_stats(u, be)
        worst = max(worst, abs(th - theta_exact(u, be)))
        assert abs(th - theta_exact(u, be)) < 1e-9
        assert abs(sl - slope_exact(u, be)) < 1e-7
        assert abs(r * r - np.exp(-be) * (th - r) * (1 - th - r)) < 1e-9
    th, r, sl = ring_stats(0.0, be)
    assert abs(sl - np.exp(be / 2) / 4) < 1e-7
    assert abs(th / r - (1 + np.exp(be / 2))) < 1e-6

# --- attraction narrows every window; inverse isotherm ---
for target in (0.6, 0.9, 0.98):
    fields = []
    for be in (0.0, 1.0, 2.0, 3.0):
        root = brentq(lambda v: ring_stats(v, be)[0] - target, 0, 8)
        assert abs(root - field_at(target, be)) < 1e-7
        fields.append(root)
    assert np.all(np.diff(fields) < 0)

# --- one peak for attraction; two only when A exceeds 3 ---
u_grid = np.linspace(-5, 5, 41)
for be, peaks_expected in ((3.0, 1), (1.0, 1), (-0.9, 1), (-1.3, 2)):
    sl = np.array([ring_stats(v, be)[2] for v in u_grid])
    peaks = np.sum((sl[1:-1] > sl[:-2]) & (sl[1:-1] > sl[2:]))
    assert peaks == peaks_expected
    if be > 0:
        assert np.argmax(sl) == 20

# --- zeros of the partition function keep away from the real axis ---
be = 1.5
A = np.exp(-be)
coef = counts @ A**np.arange(N_small + 1)
coef[N_small] = 1.0
roots = np.roots(coef[::-1])
angles = np.sort(np.mod(np.angle(roots), 2 * np.pi))
k = np.arange(1, N_small + 1)
predicted = 2 * np.arccos(np.sqrt(1 - A)
                          * np.cos((2 * k - 1) * np.pi / (2 * N_small)))
assert np.allclose(abs(roots), 1, atol=1e-7)
assert np.allclose(angles, np.sort(predicted), atol=1e-7)
assert angles[0] > 2 * np.arcsin(np.sqrt(A))


# --- mean field belongs to a model where all sites attract equally ---
def all_pairs_slope(N, be):
    n = np.arange(N + 1)
    logw = (gammaln(N + 1) - gammaln(n + 1) - gammaln(N - n + 1)
            + be * (n * n / N - n))
    w = np.exp(logw - logw.max())
    w /= w.sum()
    return w @ (n - N / 2)**2 / N


def meanfield_upper(be):
    return brentq(lambda t: np.log(t / (1 - t)) - be * (2 * t - 1),
                  0.5 + 1e-5, 1 - 1e-12)


assert abs(all_pairs_slope(4000, 1.5) * (4 - 2 * 1.5) - 1) < 0.01
jump_test = 2 * meanfield_upper(3.0) - 1
for N in (2000, 4000):      # slope grows as N: a true jump; 1/N corrections
    assert abs(np.sqrt(4 * all_pairs_slope(N, 3.0) / N) / jump_test - 1) < 0.01


# --- auxiliary models used to size neglected effects ---
def occupancy(M, values):
    w, right = np.linalg.eig(M)
    v, left = np.linalg.eig(M.T)
    p = np.real(right[:, np.argmax(w.real)] * left[:, np.argmax(v.real)])
    return p @ np.array(values) / p.sum()


def second_neighbour_matrix(lnx, be, bw):
    M = np.zeros((4, 4))
    for p, q, r in itertools.product((0, 1), repeat=3):
        M[2 * p + q, 2 * q + r] = np.exp(p * lnx + be * p * q - bw * p * r)
    return M


def two_row_matrix(lnx1, lnx2, be):
    """Each second-row site touches two first-row sites."""
    M = np.zeros((4, 4))
    for n, m, n2, m2 in itertools.product((0, 1), repeat=4):
        M[2 * n + m, 2 * n2 + m2] = np.exp(
            lnx1 * n + lnx2 * m + be * (n * n2 + m * m2 + m * n + m * n2))
    return M


def open_chain(lnx_sites, u, be):
    """Coverage of a free-ended row; u is an array added to each ln x."""
    y = np.exp(be)
    R = np.exp(lnx_sites[0] + u)
    D = np.ones_like(u)
    total = R / (1 + R)
    for lnx in lnx_sites[1:]:
        D = 1 + D * R * (y / (1 + y * R) - 1 / (1 + R))
        R = np.exp(lnx + u) * (1 + y * R) / (1 + R)
        total = total + D * R / (1 + R)
    return total / len(lnx_sites)


Z = Zn = 0.0
for c in itertools.product((0, 1), repeat=7):
    w = np.exp(sum(-0.6 * c[i] + 1.1 * c[i] * c[i - 1]
                   - 0.3 * c[i] * c[i - 2] for i in range(7)))
    Z += w
M = second_neighbour_matrix(-0.6, 1.1, 0.3)
assert abs(np.trace(np.linalg.matrix_power(M, 7)) / Z - 1) < 1e-10
Z = 0.0
for c in itertools.product((0, 1), repeat=10):
    a_, b_ = c[:5], c[5:]
    Z += np.exp(sum(-0.5 * a_[i] - 1.4 * b_[i]
                    + 0.8 * (a_[i] * a_[(i + 1) % 5] + b_[i] * b_[(i + 1) % 5]
                             + b_[i] * a_[i] + b_[i] * a_[(i + 1) % 5])
                    for i in range(5)))
M = two_row_matrix(-0.5, -1.4, 0.8)
assert abs(np.trace(np.linalg.matrix_power(M, 5)) / Z - 1) < 1e-10
rng = np.random.default_rng(7)
site_test = rng.normal(-1, 0.8, 8)
Z = Zn = 0.0
for c in itertools.product((0, 1), repeat=8):
    c = np.array(c)
    w = np.exp(c @ site_test + 1.2 * (c[1:] @ c[:-1]))
    Z += w
    Zn += w * c.sum()
assert abs(open_chain(site_test, np.zeros(1), 1.2)[0] - Zn / Z / 8) < 1e-10

# --- worked example: divalent adatoms on gold steps, rough values ---
T, z, eps, b = 298.15, 2, 80.0, 400.0
site_nm, step_nm, sweep = 0.29, 2.5, 1.0
kT = const.k * T / const.e * 1e3
be, unit = eps / kT, kT / z
E_iso, E_half = b / z, (b + eps) / z


def coverage_at(E):
    M = second_neighbour_matrix((b - z * E) / kT, be, 0.0)
    return occupancy(M, [0, 0, 1, 1])


E_root = brentq(lambda E: coverage_at(E) - 0.5, 200, 300)
assert abs(E_root - E_half) < 1e-6
peak = slope_exact(0.0, be)
half_u = brentq(lambda v: slope_exact(v, be) - peak / 2, 0, 5)
half_lang = brentq(lambda v: slope_exact(v, 0.0) - 0.125, 0, 5)
charge = z * const.e * 1e6 / (site_nm * step_nm * 1e-14)
cap = charge * peak / unit
area = quad(lambda E: charge / unit * slope_exact((E_half - E) / unit, be),
            E_half - 400, E_half + 400, points=[E_half], limit=200)[0]
assert abs(area / charge - 1) < 1e-6
mf_top = meanfield_upper(be)

print(f"largest isotherm error in tests: {worst:.1e}")
print(f"T = {T} K, kT = {kT:.3f} meV, z = {z}")
print(f"eps = {eps:.0f} meV, b = {b:.0f} meV")
print(f"eps/kT = {be:.3f}, A = {np.exp(-be):.5f}")
print(f"kT/(ze) = {unit:.3f} mV")
print(f"isolated-adatom midpoint = {E_iso:.1f} mV")
print(f"E_half = {E_half:.1f} mV")
print(f"sharpening factor exp(eps/2kT) = {np.exp(be/2):.3f}")
print(f"largest d theta/du = {peak:.4f}")
print(f"largest |d theta/dE| = {peak/unit:.4f} per mV")
print(f"mean run at half coverage = {1+np.exp(be/2):.2f} atoms")
print(f"zero-free half-angle = {2*np.arcsin(np.exp(-be/2)):.4f} rad")
print("E (mV): theta exact, theta Langmuir at same midpoint")
for E in (220, 230, 235, 240, 245, 250, 260):
    v = (E_half - E) / unit
    print(f"  {E}: {theta_exact(v, be):.4f}, {theta_exact(v, 0.0):.4f}")
print(f"10-90% window = {2*unit*field_at(0.9, be):.2f} mV")
print(f"10-90% window, Langmuir = {2*unit*field_at(0.9, 0):.2f} mV")
print(f"peak full width at half height = {2*unit*half_u:.2f} mV")
print(f"same width, Langmuir = {2*unit*half_lang:.2f} mV")
print("eps (meV): 10-90% window (mV), largest slope (1/mV)")
for e_ in (0, 40, 160, 320):
    q = e_ / kT
    print(f"  {e_}: {2*unit*field_at(0.9, q):.4f}, "
          f"{np.exp(q/2)/4/unit:.4f}")
print("T (K): 10-90% window (mV), eps and b held fixed")
for t in (278.15, 338.15):
    kt = const.k * t / const.e * 1e3
    print(f"  {t}: {2*kt/z*field_at(0.9, eps/kt):.2f}")
print(f"mean-field threshold eps = {2*kT:.2f} meV")
print(f"mean-field false jump: {1-mf_top:.4f} to {mf_top:.4f}")
print(f"site spacing {site_nm} nm, step spacing {step_nm} nm")
print(f"full-row charge = {charge:.2f} uC/cm2")
print(f"peak pseudocapacitance = {cap:.3f} mF/cm2")
print(f"peak current at {sweep:.0f} mV/s = {cap*sweep:.3f} uA/cm2")

# --- sizes of neglected effects ---
print("Neglected effects (peak = share of ideal peak slope)")
h = 1e-3
w2 = 6.0
mid = (w2 - eps) / kT
occ = [occupancy(second_neighbour_matrix(mid + d, be, w2 / kT), [0, 0, 1, 1])
       for d in (-h, 0, h)]
assert abs(occ[1] - 0.5) < 1e-9
print(f"2nd-neighbour repulsion {w2:.0f} meV: shift {-w2/z:.1f} mV, "
      f"peak {100*(occ[2]-occ[0])/(2*h)/peak:.1f}%")

u_fine = np.linspace(-2, 2, 161)
segment = 50
th = open_chain(np.full(segment, -be), u_fine, be)
print(f"free segment of {segment} sites: shift "
      f"{-unit*np.interp(0.5, th, u_fine):.2f} mV, "
      f"peak {100*np.gradient(th, u_fine).max()/peak:.1f}%")

sigma = 20.0
noise = rng.normal(0, sigma / kT, 20000)
noise -= noise.mean()
th = open_chain(noise - be, u_fine, be)
print(f"random site energies, sd {sigma:.0f} meV: "
      f"peak {100*np.gradient(th, u_fine).max()/peak:.0f}%")
sd = sigma / kT
mixed = quad(lambda v: slope_exact(v, be) * np.exp(-v * v / (2 * sd * sd))
             / (sd * np.sqrt(2 * np.pi)), -8 * sd, 8 * sd, points=[0])[0]
print(f"same sd but from step to step: peak {100*mixed/peak:.0f}%")

b_terrace = 100.0


def two_rows(E, values):
    return occupancy(two_row_matrix((b - z * E) / kT,
                                    (b_terrace - z * E) / kT, be), values)


first, second = [0, 0, 1, 1], [0, 1, 0, 1]
E1 = brentq(lambda E: two_rows(E, first) - 0.5, 200, 300)
E2 = brentq(lambda E: two_rows(E, second) - 0.5, 100, 230)
dE = 0.01
slope1 = (two_rows(E1 - dE, first) - two_rows(E1 + dE, first)) / (2 * dE)
print(f"second row, b = {b_terrace:.0f} meV: half full at {E2:.1f} mV")
print(f"  its coverage at E_half = {two_rows(E_half, second):.1e}")
print(f"  first-row shift {E1-E_half:.3f} mV, "
      f"peak {100*slope1*unit/peak:.2f}%")
valency = 1.8
print(f"charge transfer {valency} e, not {z} e: 10-90% window "
      f"{2*kT/valency*field_at(0.9, be):.2f} mV")
resistance = 10.0
print(f"resistive lag at {resistance:.0f} ohm cm2 = "
      f"{cap*sweep*resistance*1e-3:.3f} mV")
double_layer = 0.03
print(f"double layer {1e3*double_layer:.0f} uF/cm2: "
      f"{100*double_layer/cap:.2f}% of peak")
print("all good")
```

Output:

```
largest isotherm error in tests: 1.4e-15
T = 298.15 K, kT = 25.693 meV, z = 2
eps = 80 meV, b = 400 meV
eps/kT = 3.114, A = 0.04443
kT/(ze) = 12.846 mV
isolated-adatom midpoint = 200.0 mV
E_half = 240.0 mV
sharpening factor exp(eps/2kT) = 4.744
largest d theta/du = 1.1860
largest |d theta/dE| = 0.0923 per mV
mean run at half coverage = 5.74 atoms
zero-free half-angle = 0.4248 rad
E (mV): theta exact, theta Langmuir at same midpoint
  220: 0.9856, 0.8259
  230: 0.9421, 0.6853
  235: 0.8403, 0.5961
  240: 0.5000, 0.5000
  245: 0.1597, 0.4039
  250: 0.0579, 0.3147
  260: 0.0144, 0.1741
10-90% window = 14.26 mV
10-90% window, Langmuir = 56.45 mV
peak full width at half height = 8.36 mV
same width, Langmuir = 45.29 mV
eps (meV): 10-90% window (mV), largest slope (1/mV)
  0: 56.4524, 0.0195
  40: 29.7638, 0.0424
  160: 3.0426, 0.4380
  320: 0.1353, 9.8565
T (K): 10-90% window (mV), eps and b held fixed
  278.15: 11.92
  338.15: 19.34
mean-field threshold eps = 51.39 meV
mean-field false jump: 0.0610 to 0.9390
site spacing 0.29 nm, step spacing 2.5 nm
full-row charge = 44.20 uC/cm2
peak pseudocapacitance = 4.080 mF/cm2
peak current at 1 mV/s = 4.080 uA/cm2
Neglected effects (peak = share of ideal peak slope)
2nd-neighbour repulsion 6 meV: shift -3.0 mV, peak 80.5%
free segment of 50 sites: shift -0.44 mV, peak 92.5%
random site energies, sd 20 meV: peak 64%
same sd but from step to step: peak 37%
second row, b = 100 meV: half full at 170.0 mV
  its coverage at E_half = 8.1e-05
  first-row shift 0.002 mV, peak 100.03%
charge transfer 1.8 e, not 2 e: 10-90% window 15.84 mV
resistive lag at 10 ohm cm2 = 0.041 mV
double layer 30 uF/cm2: 0.74% of peak
all good
```
